\section*{Threshold shift from fixed charge at any depth in a gate dielectric}

\section{Threshold shift from charge in the gate dielectric}

Let a gate dielectric occupy $0<x<t$, with the gate at $x=0$ and an atomically thin n-type channel at $x=t$. Fixed charge of volume density $\rho(x)$ in the dielectric changes the threshold voltage by
\begin{equation}
\Delta V_T=-\int_0^t \rho(x)\,s(x)\,dx,\qquad
s(x)=\int_0^x\frac{dx'}{\varepsilon(x')},
\label{eq:main}
\end{equation}
where $\varepsilon(x)$ is the permittivity. If the permittivity is uniform, $s(x)=x/\varepsilon$. With the capacitance per area $C_{\rm ox}=\varepsilon/t$, the result becomes
\begin{equation}
\Delta V_T=-\frac{1}{\varepsilon}\int_0^t x\,\rho(x)\,dx
=-\frac{1}{C_{\rm ox}}\int_0^t\frac{x}{t}\,\rho(x)\,dx .
\label{eq:uniform}
\end{equation}
A sheet of charge $\sigma$ per area at distance $x_s$ from the gate therefore gives $-\sigma x_s/\varepsilon$. The shift vanishes for a sheet at the gate and reaches $-\sigma/C_{\rm ox}$ for a sheet at the channel. Positive charge lowers the threshold; trapped electrons, for which $\rho<0$, raise it.

\subsection{Model and definition of threshold}

The structure is laterally uniform, so the electrostatic potential $\phi$ depends on $x$ alone. The dielectric is linear, and $\rho$ does not respond to the gate voltage. The source Fermi level is fixed, no drain bias is applied, and the electron density per area $n$ is an increasing function of the channel potential $\phi_c=\phi(t)$ alone. For a parabolic two-dimensional band,
\begin{equation}
n(\phi_c)=\frac{g\,m\,k_BT}{2\pi\hbar^2}
\ln\!\left[1+\exp\frac{e(\phi_c-\phi_0)}{k_BT}\right],
\label{eq:density}
\end{equation}
where $e>0$ is the elementary charge, $m$ the effective mass, $g$ the degeneracy including spin, and $e\phi_0$ the height of the band edge above the Fermi level when $\phi_c=0$. The derivation uses only the monotonic dependence of $n$ on $\phi_c$, not this particular form.

A back gate at fixed voltage $V_B$ is coupled to the channel by a capacitance $C_b$ per area. For now the region behind the channel holds no added charge. Gate voltage is measured so that $\phi(0)=V_G$. A work-function difference would add a constant to $V_G$ and cancel from any shift.

The threshold voltage $V_T$ is the gate voltage at which $n$ reaches a chosen value $n_T$. The same $n_T$ is used with and without the oxide charge.

\subsection{Derivation}

Let $D=-\varepsilon\,d\phi/dx$ be the displacement field, positive when it points from the gate to the channel. Gauss's law in the dielectric is $dD/dx=\rho$. Integrating from $x$ to a point just in front of the channel gives
\begin{equation}
D(x)=D(t^-)-\int_x^t\rho(x')\,dx' .
\label{eq:D}
\end{equation}
The channel carries the charge $-en$ per area, so Gauss's law across it reads $D(t^+)-D(t^-)=-en$. Behind the channel, the field towards the back gate is $D(t^+)=C_b(\phi_c-V_B)$. Hence
\begin{equation}
D(t^-)=e\,n(\phi_c)+C_b(\phi_c-V_B).
\label{eq:channel}
\end{equation}
The right-hand side contains no oxide charge. Once $\phi_c$ is specified, the field arriving at the channel is specified too.

The potential drop across the dielectric follows from $d\phi/dx=-D/\varepsilon$:
\begin{align}
V_G-\phi_c&=\int_0^t\frac{D(x)}{\varepsilon(x)}\,dx \nonumber\\
&=D(t^-)\,s(t)-\int_0^t\frac{dx}{\varepsilon(x)}\int_x^t\rho(x')\,dx' .
\label{eq:drop}
\end{align}
The double integral covers the region $0<x<x'<t$. Doing the $x$ integral first, at fixed $x'$, gives
\begin{equation}
\int_0^t\frac{dx}{\varepsilon(x)}\int_x^t\rho(x')\,dx'
=\int_0^t\rho(x')\left[\int_0^{x'}\frac{dx}{\varepsilon(x)}\right]dx'
=\int_0^t\rho(x')\,s(x')\,dx' .
\label{eq:swap}
\end{equation}
For a general dielectric, define $C_{\rm ox}=1/s(t)$, which reduces to $\varepsilon/t$ when $\varepsilon$ is uniform. Substituting \eqref{eq:channel} and \eqref{eq:swap} into \eqref{eq:drop} gives
\begin{equation}
V_G=\phi_c+\frac{e\,n(\phi_c)+C_b(\phi_c-V_B)}{C_{\rm ox}}
-\int_0^t\rho(x)\,s(x)\,dx .
\label{eq:VG}
\end{equation}

At threshold $n=n_T$. Because $n$ increases with $\phi_c$, this condition fixes a single channel potential $\phi_T$, which is the same with and without oxide charge. The first two terms of \eqref{eq:VG} are then also the same. Subtracting the charge-free equation leaves \eqref{eq:main}.

Nothing in the subtraction depends on the value of $n_T$. For fixed charge, the whole curve $n(V_G)$ is therefore displaced along the voltage axis without a change of shape. The finite density of states of the channel and the back gate both influence $V_T$, through the first two terms of \eqref{eq:VG}, but they drop out of $\Delta V_T$.

\subsection{Why the distance from the gate matters}

Consider a sheet $\sigma$ at $x_s$, and compare the two threshold states, with and without it. By \eqref{eq:channel}, $D(t^-)$ is equal in both. Equation \eqref{eq:D} then gives the change of field
\begin{equation}
\Delta D(x)=
\begin{cases}
-\sigma, & 0<x<x_s,\\
0, & x_s<x<t .
\end{cases}
\label{eq:deltaD}
\end{equation}
The charge on the gate surface equals $D(0^+)$, so it changes by $-\sigma$. At restored threshold, the entire compensating charge sits on the gate, and the added field fills just the space between gate and sheet. The gate voltage must supply this field times its length, $(-\sigma/\varepsilon)\,x_s$ in a uniform dielectric. A sheet close to the gate forms a thin capacitor with it and costs little voltage. A sheet close to the channel forms a capacitor almost as thick as the dielectric.

A second comparison shows the same weight as a division of image charge. For this comparison only, replace the channel by an ideal conducting layer, whose charge can change at fixed potential and is not tied to $\phi_c$ by $n(\phi_c)$. Hold both $V_G$ and $\phi_c$ fixed while the sheet is inserted. The potential drop across the dielectric cannot change. Since $\Delta D=\Delta D(t^-)-\sigma$ in front of the sheet and $\Delta D=\Delta D(t^-)$ behind it,
\begin{equation}
0=\int_0^t\frac{\Delta D}{\varepsilon}\,dx
=\Delta D(t^-)\,s(t)-\sigma s(x_s),
\qquad
\Delta D(t^-)=\sigma\,\frac{s(x_s)}{s(t)} .
\label{eq:clamped}
\end{equation}
With $\phi_c$ and $V_B$ fixed, the field behind the channel is unchanged, so the channel charge changes by $-\Delta D(t^-)$. The two image charges are
\begin{equation}
\Delta\sigma_{\rm channel}=-\sigma\frac{s(x_s)}{s(t)},\qquad
\Delta\sigma_{\rm gate}=-\sigma\left[1-\frac{s(x_s)}{s(t)}\right].
\label{eq:shares}
\end{equation}
Charge near the gate is imaged mainly in the gate, and charge near the channel mainly in the channel. To remove the extra channel charge at the same $\phi_c$, the gate voltage must change $D(t^-)$ by $-\sigma s(x_s)/s(t)$. This requires a voltage $-\sigma s(x_s)/[s(t)C_{\rm ox}]=-\sigma s(x_s)$, in agreement with \eqref{eq:main}.

\subsection{The response at fixed gate voltage}

Now return to the channel whose density is tied to its potential by $n(\phi_c)$. Its charge can change only if its potential does, so $\phi_c$ is not clamped when charge appears; it rises or falls. Define the quantum capacitance $C_q=e\,dn/d\phi_c$. Differentiating \eqref{eq:VG} at fixed $\rho$ gives $dV_G/d\phi_c=1+(C_q+C_b)/C_{\rm ox}$, and therefore
\begin{equation}
e\frac{dn}{dV_G}=\frac{C_q}{dV_G/d\phi_c}
=C_{\rm ox}\,\frac{C_q}{C_{\rm ox}+C_b+C_q}<C_{\rm ox}.
\label{eq:slope}
\end{equation}
Because the curve shifts rigidly, inserting a positive sheet at fixed $V_G$ has the same effect on $n$ as raising the gate voltage of the charge-free device by $\sigma s(x_s)$. By \eqref{eq:slope}, the electron charge gained is less than $C_{\rm ox}\sigma s(x_s)$, which is the clamped share in \eqref{eq:shares}. That share is approached when $C_q\gg C_{\rm ox}+C_b$ over the range concerned.

\subsection{A worked example}

Take round model parameters: $t=10$ nm, relative permittivity 10, and $10^{12}$ positive elementary charges per cm$^2$, treated as a laterally uniform sheet. The channel obeys \eqref{eq:density} at 300 K with $m=0.5\,m_e$, $g=4$ and $\phi_0=0.5$ V. The threshold density is $n_T=10^{11}$ cm$^{-2}$. The grounded back gate lies behind 100 nm of relative permittivity 4.

The capacitance is $C_{\rm ox}=0.885\ \mu{\rm F\,cm^{-2}}=8.85\times10^{-3}\ {\rm F\,m^{-2}}$, so the largest shift this charge can cause as a uniform sheet is
\begin{equation}
\frac{\sigma}{C_{\rm ox}}
=\frac{1.602\times10^{-3}\ {\rm C\,m^{-2}}}{8.85\times10^{-3}\ {\rm F\,m^{-2}}}
=0.181\ {\rm V}.
\label{eq:scale}
\end{equation}
Multiplication by $x_s/t$ gives the shift at each depth:
\begin{center}
\begin{tabular}{cc}
Distance from gate (nm) & $\Delta V_T$ (V)\\
0 & 0\\
1 & $-0.018$\\
5 & $-0.090$\\
9 & $-0.163$\\
10 & $-0.181$
\end{tabular}
\end{center}
The same uniform sheet has nine times the effect at 1 nm from the channel as at 1 nm from the gate. Real charges at this density are discrete and about 10 nm apart, as far as the dielectric is thick. The smeared sheet describes them well near the gate and to within a few millivolts at mid-depth, but the last two rows understate their effect, for the reason given at the end of this section.

These shifts were tested against a grid solution of the nonlinear Poisson problem in which $V_T$ was found by a root search, without use of \eqref{eq:main}. The tests also cover the rigid displacement of $n(V_G)$, from about $4\times10^4$ to $8\times10^{12}$ cm$^{-2}$, and the channel's share of the image charge in \eqref{eq:shares}. For a sheet at 7.5 nm, the field between gate and sheet changes by $-0.181$ MV/cm, and its product with 7.5 nm is the shift of $-0.136$ V. The values are listed in the numerical output.

The charge-free threshold, $0.412$ V, illustrates what cancels. Here $en_T/C_{\rm ox}=0.018$ V and $C_b/C_{\rm ox}=(4/100)/(10/10)=0.04$. Equation \eqref{eq:VG} with $V_B=0$ then reads $0.412\ {\rm V}=1.04\,\phi_T+0.018\ {\rm V}$, so $\phi_T=0.379$ V. If the back dielectric is thinned to 10 nm and $V_B=-1$ V, the capacitance ratio is 0.4 and
\begin{equation}
V_T=0.379\ {\rm V}+0.018\ {\rm V}+0.4\,(0.379+1)\ {\rm V}
=0.949\ {\rm V}.
\label{eq:back}
\end{equation}
The threshold has more than doubled, yet the sheet at 7.5 nm still shifts it by $-0.136$ V.

Now hold the gate at the original threshold, $0.412$ V. A sheet 1 nm from the gate raises the density from $1.00\times10^{11}$ to $1.45\times10^{11}$ cm$^{-2}$. A sheet 1 nm from the channel raises it to $7.06\times10^{11}$ cm$^{-2}$. The increases are $0.45\times10^{11}$ and $6.06\times10^{11}$ cm$^{-2}$, a ratio of about 13.5, although the voltage shifts differ by a factor of 9. The reason is the curvature of $n(V_G)$. For the band in \eqref{eq:density}, $C_q$ grows with $\phi_c$, so the slope \eqref{eq:slope} grows with $V_G$, and a ninefold voltage step produces more than nine times the increase in density. Both increases remain below the clamped shares of $10^{11}$ and $9\times10^{11}$ cm$^{-2}$.

\subsection{Distributed charge and what a shift can reveal}

For a uniform dielectric containing total charge $Q=\int_0^t\rho\,dx\neq0$ per area, define the mean distance $\bar x=Q^{-1}\int_0^t x\rho\,dx$. Equation \eqref{eq:uniform} becomes
\begin{equation}
\Delta V_T=-\frac{Q}{C_{\rm ox}}\,\frac{\bar x}{t}.
\label{eq:centroid}
\end{equation}
Uniform charge has $\bar x=t/2$ and half the effect of the same charge at the channel, here $-0.090$ V. For a profile $\rho\propto e^{-x/\lambda}$ that decays away from the gate, integration by parts gives
\begin{align}
\bar x&=\frac{\int_0^t x e^{-x/\lambda}dx}{\int_0^t e^{-x/\lambda}dx}
=\frac{\lambda^2(1-e^{-t/\lambda})-\lambda t e^{-t/\lambda}}
{\lambda(1-e^{-t/\lambda})}\nonumber\\
&=\lambda-\frac{t}{e^{t/\lambda}-1}.
\label{eq:exponential}
\end{align}
This tends to $\lambda$ for $\lambda\ll t$ and to $t/2$ for $\lambda\gg t$. With $\lambda=2$ nm, $\bar x=1.93$ nm and the shift is $-0.035$ V. The mirror-image profile, concentrated at the channel, has $\bar x=10-1.93=8.07$ nm and gives $-0.146$ V.

A measured shift determines the product $Q\bar x$, not the amount and the depth separately. In this dielectric, a shift of $-0.1$ V can come from $5.5\times10^{11}$ charges per cm$^2$ at the channel, $1.1\times10^{12}$ at mid-depth, or $5.5\times10^{12}$ at 1 nm from the gate. If all the charge has one sign, $s(x)\le s(t)$ in \eqref{eq:main} implies
\begin{equation}
|Q|\ge C_{\rm ox}|\Delta V_T| .
\label{eq:bound}
\end{equation}
For laterally uniform charge, the estimate $C_{\rm ox}|\Delta V_T|$ is thus a lower bound on the amount, reached when all the charge lies at the channel.

The bound fails for charge of mixed sign. A sheet $-\sigma$ at $x_1$ and a sheet $+\sigma$ at $x_1+d$ have no net charge, but
\begin{equation}
\Delta V_T=-\frac{\sigma(x_1+d)}{\varepsilon}+\frac{\sigma x_1}{\varepsilon}
=-\frac{\sigma d}{\varepsilon}.
\label{eq:pair}
\end{equation}
For $d=5$ nm this is $-0.090$ V, whether the negative sheet lies at 1 nm or at 4 nm. Once the threshold is restored, the added field is confined between the two sheets, and the resulting potential step does not depend on where the pair sits in the uniform dielectric.

\subsection{Layered dielectrics}

Since $ds/dx=1/\varepsilon>0$, the weight in \eqref{eq:main} rises from gate to channel in any stack of ordinary dielectric layers. The geometric fraction $x/t$, however, must be replaced by $s(x)/s(t)$. Consider 8 nm of relative permittivity 20 next to the gate, followed by 2 nm of relative permittivity 4 next to the channel. Then
\begin{equation}
\varepsilon_0s(8\,{\rm nm})=\frac{8}{20}\,{\rm nm}=0.4\ {\rm nm},\qquad
\varepsilon_0s(10\,{\rm nm})=0.4\ {\rm nm}+\frac{2}{4}\,{\rm nm}=0.9\ {\rm nm}.
\label{eq:stack}
\end{equation}
Charge at the internal interface has weight $0.4/0.9=0.44$, although it lies at $x/t=0.8$. The same $10^{12}$ charges per cm$^2$ give $-0.072$ V there and $-0.163$ V at the channel. More than half of the weight is gained in the last 2 nm, because a given displacement produces a larger electric field, and so a larger voltage per nanometre, where the permittivity is low.

\subsection{Charge behind the channel}

Equation \eqref{eq:channel} assumed no added charge behind the channel. Suppose instead that a sheet $\sigma_b$ lies in a uniform back dielectric of thickness $t_b$ and permittivity $\varepsilon_b$, at distance $y$ from the back gate. The displacement is $D(t^+)$ between channel and sheet, and $D(t^+)+\sigma_b$ over the remaining distance $y$. With $C_b=\varepsilon_b/t_b$,
\begin{equation}
\phi_c-V_B=\frac{D(t^+)}{C_b}+\frac{\sigma_b y}{\varepsilon_b},
\qquad
D(t^+)=C_b(\phi_c-V_B)-\sigma_b\frac{y}{t_b}.
\label{eq:backsheet}
\end{equation}
At threshold, $\phi_c$ is fixed, so $D(t^-)=en_T+D(t^+)$ changes by $-\sigma_b y/t_b$. Multiplication by $s(t)=1/C_{\rm ox}$ gives the shift seen at the front gate,
\begin{equation}
\Delta V_T=-\frac{\sigma_b}{C_{\rm ox}}\,\frac{y}{t_b}.
\label{eq:backshift}
\end{equation}
The influence is again greatest next to the channel. The distance that counts is now measured from the back gate, because that is the electrode which competes with the channel for the image charge.

\subsection{Where the result needs modification}

If traps exchange electrons with the channel or the gate as the bias changes, \eqref{eq:VG} still holds at each steady bias point, with the charge present at that point. Let $V_G^{(0)}(n)$ be the charge-free curve and $\rho(x;n)$ the charge present at density $n$. Then
\begin{equation}
\frac{dV_G}{dn}=\frac{dV_G^{(0)}}{dn}
-\int_0^t\frac{\partial\rho(x;n)}{\partial n}\,s(x)\,dx .
\label{eq:stretch}
\end{equation}
Traps that capture electrons as $n$ rises have $\partial\rho/\partial n<0$. They make the last term positive and stretch the curve along the voltage axis. The threshold shift is then given by \eqref{eq:main} with $\rho$ taken at $n=n_T$, but the displacement is no longer rigid. If upward and downward sweeps reach $n_T$ with different trapped charge, their thresholds differ by the same integral over the difference in $\rho$.

Discrete charges also break lateral uniformity. In a wide device with laterally uniform layers and negligible edge fields, Poisson's equation can be averaged over the area because it is linear. Equation \eqref{eq:VG} then relates the averages of $\phi_c$, $n$ and $\rho$. The density is nonlinear in the potential, however, so the average of $n(\phi_c)$ generally differs from $n$ at the average potential. Fixing the average density no longer fixes the average $\phi_c$, and the cancellation that led to \eqref{eq:main} is no longer exact. It is recovered when the lateral variation of $\phi_c$ is small compared with $k_BT/e$. For the band in \eqref{eq:density}, $n$ is a convex function of $\phi_c$, so the average density exceeds the density at the average potential. The value $n_T$ is then reached at a lower average $\phi_c$, and the threshold lies below the one predicted by \eqref{eq:main}. For positive point charges close to the channel the difference can be an appreciable part of the shift, and the bound \eqref{eq:bound} can fail. This argument takes the density to follow the potential locally. For a charge 1 nm from the channel, the potential varies over less than the thermal wavelength of the electrons, which is about 6 nm in the worked example. The electrons cannot follow such a sharp variation fully, and the difference is then smaller than the local relation suggests. It need not be small. For randomly placed charges 1 nm from the channel with the parameters of the worked example, $\phi_c$ varies laterally by about $2k_BT/e$ (rms). The threshold then falls roughly 0.04 to 0.06 V below the uniform-sheet value with the local relation, depending on the arrangement. For one arrangement that gives 0.043 V locally, a mean-field quantum treatment gives 0.035 V, which still carries the total shift past $\sigma/C_{\rm ox}$. In a short channel, field lines also end on the source and drain, and the one-dimensional weight $s(x)$ must be replaced by one obtained from the full geometry.

\section*{Values computed for the example and the checks}
\begin{verbatim}
dielectric thickness: 10.0 nm, relative permittivity: 10.0
dielectric capacitance C_ox: 0.8854 uF/cm^2
back dielectric: 100 nm, relative permittivity 4.0, back gate 0 V
temperature: 300 K, mass: 0.50 m_e, degeneracy: 4
band edge above Fermi level at zero potential: 0.50 eV
threshold density n_T: 1.00e+11 cm^-2
added charge: 1.00e+12 elementary charges per cm^2 = 1.6022e-03 C/m^2
threshold without oxide charge: 0.4123 V
full shift scale sigma/C_ox: 0.1810 V
sheet: distance from gate (nm), shift solved (V), shift formula (V)
    0.0    0.0000    0.0000
    1.0   -0.0181   -0.0181
    2.5   -0.0452   -0.0452
    5.0   -0.0905   -0.0905
    7.5   -0.1357   -0.1357
    9.0   -0.1629   -0.1629
   10.0   -0.1810   -0.1810
clamped potentials: distance from gate (nm), channel share of image
    1.0  0.1000
    5.0  0.5000
    9.0  0.9000
gate charge change at restored threshold / sigma: -1.0000
field change between gate and sheet: -0.1810 MV/cm
rigid shift checked for densities 4.3e+04 to 8.2e+12 cm^-2
back dielectric 10 nm, back gate -1 V: threshold 0.9488 V
  shift for sheet at 7.5 nm: -0.1357 V
exponential decay length: 2.0 nm
profile: mean distance from gate (nm), shift solved (V)
  uniform: 5.000, -0.0905
  exponential from gate: 1.932, -0.0350
  exponential from channel: 8.068, -0.1460
neutral pair 5 nm apart, negative sheet at 1 nm: -0.0905 V
neutral pair 5 nm apart, negative sheet at 4 nm: -0.0905 V
two layers: 8 nm of permittivity 20 at gate, 2 nm of 4 at channel
  distance from gate (nm), shift solved (V), weight s(x)/s(t), x/t
    4.0   -0.0362  0.2222  0.4000
    8.0   -0.0724  0.4444  0.8000
    9.0   -0.1176  0.7222  0.9000
   10.0   -0.1629  1.0000  1.0000
gate held at 0.4123 V, sheet 1 nm from gate: n = 1.447e+11 cm^-2
gate held at 0.4123 V, sheet 1 nm from channel: n = 7.055e+11 cm^-2
charge needed for a shift of -0.1 V: distance (nm), density (cm^-2)
    1.0  5.526e+12
    5.0  1.105e+12
   10.0  5.526e+11
\end{verbatim}
